# Vanishing dc spin Hall conductivity in a disordered parabolic Rashba gas

## 1. What symmetry fixes, and what it leaves open

Take electrons of charge \(-e\) in the \(xy\) plane, with Rashba coupling, isotropic disorder and an electric field \(E\) along \(x\). Let \(j\) be the current density along \(y\) of spin component \(z\). The mirror \(x\to-x\) reverses \(E\). It also reverses \(s_z\), an axial-vector component lying in the mirror plane, but leaves motion along \(y\) alone. Hence \(j\) and \(E\) are both odd, and \(j=\sigma_{\rm sH}E\) is allowed. The spin density \(s_y\) is odd too, so it may also respond linearly to \(E\), whereas \(s_x\) is even and may not.

A spin current density, (angular momentum)(velocity)/(area), has the dimension of energy per length, as does \(eE\). Therefore

\[
\sigma_{\rm sH}=\frac{e}{8\pi}\,F ,
\]

where \(F\) is a dimensionless function of the ratios of Fermi energy, spin splitting, scattering rate and frequency. Symmetry does not require \(F=0\). The missing information is a balance law: \(j\) is a fixed length times the rate of change of \(s_y\).

## 2. The balance law and the theorem

The Hamiltonian of one electron is

\[
H=\frac{\hbar^2k^2}{2m}+\alpha(\sigma_xk_y-\sigma_yk_x)+V(\mathbf r)+eEx,\qquad \alpha\neq0,
\]

where \(V\) is any spin-independent potential. The velocity is \(v_y=\partial H/\partial(\hbar k_y)=\hbar k_y/m+\alpha\sigma_x/\hbar\). The spin current is defined as the symmetrized product of spin and velocity:

\[
j=\frac{\hbar}{2}\,\frac12\{\sigma_z,v_y\}=\frac{\hbar^2}{2m}k_y\sigma_z .
\]

The anomalous velocity \(\alpha\sigma_x/\hbar\) drops out because \(\{\sigma_z,\sigma_x\}=0\).

Now let \(s_y=\hbar\sigma_y/2\). The kinetic energy, \(V\), \(eEx\) and the term \(-\alpha\sigma_yk_x\) all commute with \(\sigma_y\). With \([\sigma_x,\sigma_y]=2i\sigma_z\), the remaining term gives

\[
\frac{ds_y}{dt}=\frac{i}{\hbar}\left[\alpha k_y\sigma_x,\frac{\hbar\sigma_y}{2}\right]
=\frac{i}{2}\,\alpha k_y\,(2i\sigma_z)=-\alpha k_y\sigma_z=-\frac{2m\alpha}{\hbar^2}\,j .
\]

Summing over electrons and dividing by the area turns this into a relation between area-averaged densities, denoted by the same letters. It holds for each disorder realization and field strength. Averaging over a time \(T\) gives

\[
\frac1T\int_0^T j\,dt=-\frac{\hbar^2}{2m\alpha}\,\frac{s_y(T)-s_y(0)}{T}.
\]

In a steady state \(s_y\) is constant, so \(j=0\). For the linear coefficient \(\sigma_{\rm sH}\), the requirement is that \(s_y/E\) settle to a finite value as the field becomes weak. This is the premise of the theorem; Sections 4 and 5 derive it for weak, short-range disorder. With time factor \(e^{-i\omega t}\), the same law reads

\[
j(\omega)=i\omega\,\frac{\hbar^2}{2m\alpha}\,s_y(\omega).
\]

Thus \(\sigma_{\rm sH}(\omega)\to0\) if \(s_y(\omega)/E\) stays finite as \(\omega\to0\), the sample being made infinite first.

**When the law changes.**

- Magnetic disorder \(U(\mathbf r)\sigma_z\) adds the torque \((i/2)U[\sigma_z,\sigma_y]=U\sigma_x\). A steady state then has \(j=(\hbar^2/2m\alpha)\langle U\sigma_x\rangle\), with the average taken per area, and this need not vanish. A Zeeman field along \(x\) or \(z\) also adds a torque on \(s_y\).
- For a non-parabolic band \(\varepsilon(k)\), the spin current is \(\tfrac12(\partial\varepsilon/\partial k_y)\sigma_z\). Stationarity still gives \(\langle k_y\sigma_z\rangle=0\), but the current is no longer proportional to that quantity.
- Spin-orbit scattering from impurities, or Rashba coupling nonlinear in \(k\), changes the commutator, the velocity or both.
- The result concerns the area average. It does not exclude local spin currents near edges or contacts.

## 3. The clean gas has no linear-response steady state

Write \(\mathbf k=k(\cos\phi,\sin\phi)\) and \(\mathbf b=(\sin\phi,-\cos\phi,0)\). The Rashba term is \(\alpha k\,\mathbf b\cdot\boldsymbol\sigma\), the bands are \(E_\lambda=\hbar^2k^2/2m+\lambda\alpha k\) with \(\lambda=\pm1\), and the spin direction in band \(\lambda\) is \(\lambda\mathbf b\). For \(E_F>0\), solving \(E_\lambda=E_F\) gives

\[
k_\lambda=\frac{mv}{\hbar}-\lambda\frac{m\alpha}{\hbar^2},\qquad
v=\sqrt{\frac{\alpha^2}{\hbar^2}+\frac{2E_F}{m}},\qquad k_+-k_-=-\frac{2m\alpha}{\hbar^2}.
\]

**Interband response.** The spin precesses as \(d\boldsymbol\sigma/dt=\Omega\,\mathbf b\times\boldsymbol\sigma\) with \(\Omega=2\alpha k/\hbar\). The field turns \(\mathbf b\) slowly, and the spin follows with a small tilt: \(\boldsymbol\sigma=\lambda\mathbf b+\delta\,\hat{\mathbf z}\). Since \(\dot{\mathbf b}=\dot\phi(\cos\phi,\sin\phi,0)\) and \(\mathbf b\times\hat{\mathbf z}=-(\cos\phi,\sin\phi,0)\), first order in \(E\) requires \(\lambda\dot\phi=-\Omega\delta\). From \(\dot k_x=-eE/\hbar\) follows \(\dot\phi=eE\sin\phi/(\hbar k)\), so

\[
\delta=-\frac{\lambda eE\sin\phi}{2\alpha k^2}.
\]

Insert this in \(j=\sum_\lambda\int\frac{d^2k}{4\pi^2}\frac{\hbar^2k\sin\phi}{2m}\delta\). The angular integral of \(\sin^2\phi\) is \(\pi\), and the radial integral is \(k_\lambda\):

\[
j=-\frac{\hbar^2eE}{16\pi m\alpha}(k_+-k_-)=\frac{eE}{8\pi}.
\]

**Growth of the spin density.** The occupation \(f_\lambda\) drifts according to \(\partial_tf_\lambda=(eE/\hbar)\partial_{k_x}f_\lambda\), while each state carries \(s_y=-(\hbar/2)\lambda\cos\phi\). Integrating by parts with \(\partial_{k_x}\cos\phi=\sin^2\phi/k\) gives

\[
\frac{ds_y}{dt}=\frac{eE}{2}\sum_\lambda\lambda\int\frac{d^2k}{4\pi^2}f_\lambda\frac{\sin^2\phi}{k}
=\frac{eE}{8\pi}(k_+-k_-)=-\frac{eEm\alpha}{4\pi\hbar^2}.
\]

This is \(-(2m\alpha/\hbar^2)\) times the spin current just found. The value \(e/8\pi\) therefore describes a gas whose spin density is still growing, not a steady state. Numerical eigenvectors and a numerically displaced Fermi sea both give 1.0000 in units of \(e/8\pi\).

The linear growth belongs to weak-field response. At fixed \(E\) and electron density \(n\), \(|s_y|\le\hbar n/2\), so it must stop eventually.

If \(E_F<0\), only the lower band is occupied, in a ring of width \(2mv/\hbar\). The same integral gives \((eE/8\pi)(\hbar v/\alpha)\), which joins the previous value at \(E_F=0\). The clean value thus depends on filling; the balance law does not.

## 4. Linear response with disorder

The calculation below shows how scattering makes \(s_y\) settle. It assumes zero temperature, \(E_F>0\), \(\hbar\omega\ll E_F\), and leading order in \(\Gamma/E_F\) and \(\alpha k_F/E_F\), where \(k_F=\sqrt{2mE_F}/\hbar\). Disorder is short-ranged, \(\langle V(\mathbf r)V(\mathbf r')\rangle=W\delta(\mathbf r-\mathbf r')\), and crossed impurity lines, hence localization corrections, are omitted.

**Response formula.** Describe the field by a vector potential \(A=E/(i\omega)\), so the perturbation is \(eAv_x\). First-order perturbation theory for an observable \(X\), with eigenstates \(a,b\) and occupations \(f\), gives

\[
\langle X\rangle=eA\sum_{ab}X_{ab}(v_x)_{ba}\frac{f_a-f_b}{\hbar\omega+E_a-E_b+i0}.
\]

Write \(f_a/(\hbar\omega+E_a-E_b+i0)=f_aG^R_b(E_a+\hbar\omega)\) and \(-f_b/(\hbar\omega+E_a-E_b+i0)=f_bG^A_a(E_b-\hbar\omega)\). Then replace sums over occupied levels by energy integrals, using \(\delta(\varepsilon-E_a)=(G^A_a-G^R_a)/(2\pi i)\). The term with one retarded and one advanced function has weight \([f(\varepsilon)-f(\varepsilon+\hbar\omega)]/(2\pi i)\), which covers an energy window \(\hbar\omega\). Its prefactor is \((eE/i\omega)(\hbar\omega/2\pi i)=-eE\hbar/2\pi\). After disorder averaging,

\[
\langle X\rangle=-eE\,\frac{\hbar}{2\pi}\int\frac{d^2k}{4\pi^2}\,{\rm Tr}\left[X\,G^R(E_F+\hbar\omega)\,\tilde v\,G^A(E_F)\right].
\]

Terms with two retarded or two advanced functions are neglected in this leading-order treatment. The dressed velocity obeys the ladder equation

\[
\tilde v=v_x+W\int\frac{d^2k}{4\pi^2}G^R\tilde vG^A,\qquad v_x=\frac{\hbar k_x}{m}-\frac{\alpha}{\hbar}\sigma_y .
\]

**Level width.** The averaged functions are \(G^{R,A}=\sum_\lambda P_\lambda g^{R,A}_\lambda\), with \(P_\lambda=\tfrac12(1+\lambda B)\), \(B=\mathbf b\cdot\boldsymbol\sigma\) and \(g^{R,A}_\lambda(\varepsilon)=1/(\varepsilon-E_\lambda\pm i\Gamma)\). The density of states of band \(\lambda\) is \(D_\lambda=k_\lambda/(2\pi\hbar v)\). Each projector has scalar part \(1/2\), so

\[
\Gamma=\pi W N_0,\quad N_0=\frac{D_++D_-}{2}=\frac{m}{2\pi\hbar^2},\quad \Gamma=\frac{\hbar}{2\tau}\ \Rightarrow\ W=\frac{\hbar^3}{m\tau}.
\]

**Energy integral.** Let \(\Delta=2\alpha k_F\tau/\hbar\), the precession angle in one scattering time, and \(a=1-i\omega\tau\). With \(\xi=\hbar^2k^2/2m-E_F\), the two poles lie on opposite sides of the real axis, and the residue theorem gives

\[
\int d\xi\,g^R_\lambda g^A_{-\lambda}=\frac{2\pi}{2\Gamma-i\hbar\omega+2i\lambda\alpha k_F}=\frac{2\pi\tau}{\hbar}\frac{1}{a+i\lambda\Delta}.
\]

For equal band indices the splitting cancels and the result is \(2\pi\tau/(\hbar a)\).

## 5. The vertex correction that cancels the spin current

**Source from ordinary velocity.** At one \(\mathbf k\), \(P_\lambda P_{-\lambda}=0\), so \(\hbar k_x/m\) connects each band only to itself. The angular average of \(\cos\phi\,P_\lambda\) is \(-\lambda\sigma_y/4\). Hence

\[
W\int\frac{d^2k}{4\pi^2}G^R\frac{\hbar k_x}{m}G^A=-\frac{\sigma_y}{4}\,\frac{\hbar W}{m}\,\frac{2\pi\tau}{\hbar a}\sum_\lambda\lambda D_\lambda k_\lambda .
\]

Here \(k_+^2-k_-^2=(k_+-k_-)(k_++k_-)=-4m^2\alpha v/\hbar^3\), so the sum is \(-2m^2\alpha/(\pi\hbar^4)\). Inserting \(W\) turns the right side into \(\alpha\sigma_y/(\hbar a)\).

**Repeated scattering of spin.** Define \(M\) by \(W\int\frac{d^2k}{4\pi^2}G^R\sigma_yG^A=M\sigma_y\). Within a band, \(P_\lambda\sigma_yP_\lambda=-\lambda\cos\phi\,P_\lambda\), whose average is \(\sigma_y/4\). Between bands, \(P_\lambda\sigma_yP_{-\lambda}=\tfrac14(\sigma_y-B\sigma_yB+\lambda[B,\sigma_y])\). Here \(B\sigma_yB=-2\cos\phi\,B-\sigma_y\) averages to \(\sigma_y-\sigma_y=0\), and \([B,\sigma_y]=2i\sin\phi\,\sigma_z\) also averages to zero, which leaves \(\sigma_y/4\). With \(2\pi\tau WN_0/\hbar=1\),

\[
M=\frac14\left[\frac2a+\frac1{a+i\Delta}+\frac1{a-i\Delta}\right]=\frac12\left[\frac1a+\frac{a}{a^2+\Delta^2}\right].
\]

**Solution.** Put \(\tilde v=\hbar k_x/m+u\sigma_y\) into the ladder equation:

\[
u=-\frac{\alpha}{\hbar}+\frac{\alpha}{\hbar a}+Mu
\quad\Rightarrow\quad
u=-\frac{\alpha}{\hbar}\,\frac{1-1/a}{1-M}.
\]

At \(\omega=0\), \(a=1\) while \(M=\tfrac12+\tfrac12/(1+\Delta^2)<1\), so \(u=0\). Scattering cancels the anomalous velocity and \(\tilde v=\hbar k_x/m\).

**Spin current.** The part \(\hbar k_x/m\) contributes nothing because \({\rm Tr}\,\sigma_zP_\lambda=0\). For \(u\sigma_y\), the intraband trace vanishes for the same reason. The interband trace is

\[
{\rm Tr}[\sigma_zP_\lambda\sigma_yP_{-\lambda}]=\frac{\lambda}{4}{\rm Tr}[\sigma_zB\sigma_y-\sigma_z\sigma_yB]=i\lambda\sin\phi ,
\]

by \({\rm Tr}\,\sigma_z\sigma_x\sigma_y=2i\). Summing over bands gives \(\sum_\lambda i\lambda/(a+i\lambda\Delta)=2\Delta/(a^2+\Delta^2)\). With \(\langle\sin^2\phi\rangle=1/2\) and \(\hbar^2N_0/m=1/2\pi\),

\[
j=-eE\,\frac{\hbar}{2\pi}\,u\,N_0\,\frac{\hbar^2k_F}{4m}\,\frac{2\pi\tau}{\hbar}\,\frac{2\Delta}{a^2+\Delta^2}
=\frac{eE}{8\pi}\left(-\frac{\hbar u}{\alpha}\right)\frac{\Delta^2}{a^2+\Delta^2}.
\]

The undressed value \(u=-\alpha/\hbar\) would give \((e/8\pi)\Delta^2/(1+\Delta^2)\) at zero frequency, in conflict with the balance law for a steady \(s_y\). The dressed value \(u=0\) gives zero.

**Steady spin density.** The source integral above, divided by \(W\), gives at \(\omega=0\)

\[
s_y=-eE\,\frac{\hbar}{2\pi}\,\frac{\hbar}{2}\,\frac{\alpha}{\hbar W}{\rm Tr}\,\sigma_y^2=-\frac{eE\hbar\alpha}{2\pi W}=-eE\alpha N_0\tau .
\]

It is finite, so within this approximation the premise of Section 2 is derived rather than assumed.

## 6. Finite frequency and the order of limits

With \(x=\omega\tau\), \(1-1/a=-ix/a\). Multiplying out the denominator gives

\[
a(a^2+\Delta^2)(1-M)=a^2(a-1)+\Delta^2(a-\tfrac12),
\]

and therefore

\[
\sigma_{\rm sH}(\omega)=\frac{e}{8\pi}\,
\frac{-ix\Delta^2}{-ix(1-ix)^2+\Delta^2(\tfrac12-ix)} .
\]

For \(x\to0\) this is \(-2ix\,e/8\pi\). Near the interband resonance \(x\approx\Delta\) the formula needs one more condition. Across the energy window \(\hbar\omega\approx2\alpha k_F\) the splitting \(2\alpha k\) varies by \(4m\alpha^2/\hbar^2\), so a single \(\Delta\) suffices there only if \(m\alpha^2/\hbar^2\ll\Gamma\); otherwise the peak is lower and broader than the formula says. The gas of Section 7 does not meet this condition (0.066 meV against 0.11 meV), and the frequencies used there lie well below the resonance. What counts as low frequency depends on \(\Delta\).

- **Fast precession, \(\Delta\gg1\).** For \(x\ll\Delta\), the response is \((e/8\pi)(-ix)/(\tfrac12-ix)\). It approaches the clean value when \(1/\tau\ll\omega\ll2\alpha k_F/\hbar\). A field switched on at \(t=0\) has transform \(E/(-i\omega)\), so the current transform is \((eE/8\pi)/(1/2\tau-i\omega)\). Averaged over the fast precession,
\[
j(t)=\frac{eE}{8\pi}e^{-t/2\tau}.
\]
Its area, \((eE/8\pi)2\tau\), multiplied by \(-2m\alpha/\hbar^2\), reproduces the steady \(s_y\).
- **Slow precession, \(\Delta\ll1\).** For \(x\ll1\), the response is \((e/8\pi)\Delta^2(-ix)/(\Delta^2/2-ix)\). The spin relaxation rate is now \(\Delta^2/2\tau\), and the frequency must lie below it before the dc cancellation appears. The limits \(\alpha\to0\) and \(\omega\to0\) therefore do not commute in the ratio \(\sigma_{\rm sH}/\Delta^2\).

## 7. Numerical example and checks

The model gas has \(m=0.05\,m_e\), \(\alpha=10\) meV nm, \(E_F=30\) meV, \(\tau=3\) ps and \(E=1000\) V/m, so \(eE=10^{-3}\) meV/nm. Then \(k_F=0.1984\) nm\(^{-1}\), \(2\alpha k_F=3.968\) meV, \(\Gamma=0.1097\) meV and \(\Delta=3.968/(2\times0.1097)=18.09\). The small parameters are \(\Gamma/E_F=0.004\) and \(\alpha k_F/E_F=0.07\).

**Dc values.** The bare bubble gives 0.9970 in units of \(e/8\pi\), close to the clean value. The dressed sum gives \(7.5\times10^{-6}\). At \(\tau=0.3\) ps, where \(\Delta=1.81\), the two numbers are 0.7659 and \(7.4\times10^{-5}\). About three quarters of each residue comes from ending the momentum integral at 4 nm\(^{-1}\), and the rest belongs to the truncated response formula; neither part is a steady spin current permitted by the balance law.

**Spin density.** Since \(\alpha\tau/\hbar=\Delta/2k_F\),

\[
\frac{s_y}{\hbar}=-eE\,N_0\frac{\Delta}{2k_F}=-10^{-3}\times1.0443\times10^{-4}\times\frac{18.09}{0.3968}\ {\rm nm^{-2}}=-4.76\ \mu{\rm m}^{-2}.
\]

The ladder sum gives \(-4.754\ \mu{\rm m}^{-2}\), or 0.9988 of the formula. The deficit comes from the Lorentzian tail below the band edge. The numerical width condition is \(\Gamma\simeq\pi WN_0(1-\Gamma/\pi E_F)\), which raises \(W\) and lowers \(s_y\propto1/W\) by the fraction \(0.1097/(30\pi)=0.0012\).

**Transient.** The clean spin current is \(eE/8\pi=3.979\times10^{-5}\) meV/nm. The conversion length is \(\hbar^2/2m\alpha=1524/20=76.2\) nm. The spin carried across unit length before the current dies is \(0.0762\times4.754=0.362\ \hbar/\mu\)m. The exponential has area \((eE/8\pi)\,2\tau=(eE/8\pi)\,\hbar/\Gamma=(3.979\times10^{-5}/0.1097)\ \hbar/{\rm nm}\), or \(0.363\ \hbar/\mu\)m.

**Frequency.** At \(\omega\tau=0.01\) the ladder gives \(0.0004-0.0200i\) in units of \(e/8\pi\), in line with \(-2ix\). At \(\omega\tau=1\) it gives \(0.804-0.397i\), and at \(\omega\tau=4\), \(1.036-0.110i\). The last real part exceeds one because \(\Delta\) is finite: dropping the \((1-ix)^2\) term from the closed form would give 0.985. The ladder's spin current and spin density satisfy the finite-frequency balance law to about \(10^{-3}\,e/8\pi\) or better at all five frequencies.

**Explicit disorder.** A periodic sample with 40 electrons and one random potential was driven for 1 ps at \(eE=0.05\) meV/nm. The total \(s_y\) changed by up to \(0.083\hbar\), and the integrated spin current accounted for this to about \(6\times10^{-6}\hbar\). With magnetic disorder added, the mismatch rose to \(0.22\hbar\), larger than the spin change of \(0.13\hbar\). This run tests the balance law, not the approach to a steady state.

For an implementation, the useful diagnostic is the difference between \(j(\omega)\) and \(i\omega(\hbar^2/2m\alpha)s_y(\omega)\), computed with the same Green functions and vertex. A dc value well above the numerical residue can come from a missing vertex correction, a spin density that has not settled, or a term in \(H\) outside the stated conditions. The full set of values is in the numerical output.

## Computed values

```
effective mass = 0.05 m_e; alpha = 10.0 meV nm
Fermi energy = 30.0 meV; k_F = 0.1984 1/nm
hbar^2/m = 1524.0 meV nm^2; spin splitting 2 alpha k_F = 3.968 meV
example tau = 3.0 ps; gamma = 0.1097 meV; Delta = 18.09
density of states per spin N0 = 1.0443e-04 1/(meV nm^2)
Driven finite sample, 40 electrons, 1 ps, eE = 0.05 meV/nm:
 scalar disorder: max spin change = 0.0834 hbar
 scalar disorder: max balance violation = 6.22e-06 hbar
 magnetic disorder: max spin change = 0.1262 hbar
 magnetic disorder: max balance violation = 0.2231 hbar
Clean gas, in units of e/8pi:
 interband response = 1.000000
 from growth of s_y = 1.000000
 Fermi wavenumbers k_+ = 0.1920, k_- = 0.2051 1/nm
Disordered gas at zero frequency (spin Hall values in e/8pi):
 tau = 0.3 ps, Delta = 1.81: bare = 0.7659, bare formula = 0.7659
   dressed = 7.4e-05; s_y ladder/formula = 0.9883
   dressed/bare anomalous velocity = 9.7e-05
 tau = 1.0 ps, Delta = 6.03: bare = 0.9732, bare formula = 0.9732
   dressed = 2.2e-05; s_y ladder/formula = 0.9965
   dressed/bare anomalous velocity = 2.3e-05
 tau = 3.0 ps, Delta = 18.09: bare = 0.9970, bare formula = 0.9970
   dressed = 7.5e-06; s_y ladder/formula = 0.9988
   dressed/bare anomalous velocity = 7.5e-06
Frequency dependence at tau = 3 ps (in e/8pi):
 omega tau = 0.01: ladder = 0.0004 -0.0200 i
   formula = 0.0004 -0.0200 i; balance gap = 2.5e-05
 omega tau = 0.10: ladder = 0.0386 -0.1923 i
   formula = 0.0386 -0.1923 i; balance gap = 2.3e-04
 omega tau = 0.50: ladder = 0.5015 -0.4989 i
   formula = 0.5015 -0.4988 i; balance gap = 8.3e-04
 omega tau = 1.00: ladder = 0.8039 -0.3971 i
   formula = 0.8039 -0.3970 i; balance gap = 1.1e-03
 omega tau = 4.00: ladder = 1.0358 -0.1095 i
   formula = 1.0365 -0.1092 i; balance gap = 1.2e-03
Example field E = 1000 V/m
steady spin density s_y = -4.754 hbar/um^2
clean-gas spin current eE/8pi = 3.979e-05 meV/nm
length hbar^2/(2 m alpha) = 76.20 nm
spin carried in transient, from s_y = 0.3623 hbar/um
spin carried, area of exponential = 0.3627 hbar/um
```
